# Square-root-logarithmic advance of the trap-filling front in a depletion tail: test program

```python
# Result under test: during a filling pulse of length t the half-filled trap
# boundary lies a distance y inside the depletion edge, towards the contact:
#     y = L*sqrt(2*(ln(c*N*t/ln2) - 1)),   L = sqrt(eps*k*T/(q^2*N)),
# for pulses short compared with the emission time 1/e_n.
# N: net doping, c: capture coefficient (cross-section times thermal speed),
# u: band bending in units of kT, electron density n = N*exp(-u).
# Lengths inside the numerical Poisson solver are in units of L.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded

q, kB, m0 = sc.e, sc.k, sc.m_e
LN2 = np.log(2.0)

# ---- inputs (SI); silicon values are rough typical ones ----
T = 220.0
N = 1e21
eps = 11.7 * sc.epsilon_0
m_long, m_trans = 0.92 * m0, 0.19 * m0
sigma = 1e-19
trap_depth = 0.45           # eV below the conduction band
pulse_bending = 0.60        # eV
reverse_extra = 5.0         # V
trap_ratio = 0.01           # N_T / N
mobility = 0.2              # m^2/Vs
gap = 1.14                  # eV
donor_depth = 0.045         # eV

m_cond = 3 / (1 / m_long + 2 / m_trans)
m_dos = (m_long * m_trans**2) ** (1 / 3)


def band_density(temp):
    return 12 * (2 * np.pi * m_dos * kB * temp / sc.h**2) ** 1.5


def capture_coefficient(temp):
    return sigma * np.sqrt(3 * kB * temp / m_cond)


def emission_rate(temp):
    boltz = np.exp(-trap_depth * q / (kB * temp))
    return capture_coefficient(temp) * band_density(temp) * boltz


kT = kB * T / q             # eV
L = np.sqrt(eps * kB * T / (q**2 * N))
c = capture_coefficient(T)
rate0 = c * N
e_n = emission_rate(T)
u_pulse = pulse_bending / kT
u_reverse = (pulse_bending + reverse_extra) / kT
u_cross = np.log(rate0 / e_n)
W = np.sqrt(2 * (u_pulse - 1))
W_rev = np.sqrt(2 * (u_reverse - 1))
lam = np.sqrt(2 * (u_cross - 1))

# ---- numerical Poisson equation: u'' = 1 - exp(-u) - trapped charge ----
h = 0.02
x = np.arange(0, 2251) * h


def solve_bending(surface, trapped, guess=None):
    if guess is None:
        edge = np.sqrt(2 * surface)
        u = np.maximum(0.0, edge - x) ** 2 / 2
    else:
        u = guess.copy()
    u[0] = surface
    for _ in range(100):
        n = np.exp(-u)
        lap = np.empty(len(x) - 1)
        lap[:-1] = (u[:-2] - 2 * u[1:-1] + u[2:]) / h**2
        lap[-1] = 2 * (u[-2] - u[-1]) / h**2
        resid = lap - (1 - n - trapped)[1:]
        bands = np.full((3, len(lap)), 1 / h**2)
        bands[1] = -2 / h**2 - n[1:]
        bands[2, -2] = 2 / h**2
        step = solve_banded((1, 1), bands, -resid)
        u[1:] += step
        if np.max(np.abs(step)) < 1e-6:
            return u
    raise RuntimeError("Poisson solver did not converge")


def occupation(time, u, emission, start=0.0):
    total = rate0 * np.exp(-u) + emission
    final = rate0 * np.exp(-u) / total
    return final + (start - final) * np.exp(-total * time)


def crossing(f, level=0.5):
    i = int(np.argmax(f > level))
    g = np.log(-np.log1p(-f[i - 1:i + 1]))
    goal = np.log(-np.log1p(-level))
    return x[i - 1] + h * (goal - g[0]) / (g[1] - g[0])


def front_law(time, emission=0.0):
    loss = (1 / LN2**2 - 1 / LN2) * emission * time
    return np.sqrt(2 * (np.log(rate0 * time / LN2) - 1 - loss))


none = np.zeros_like(x)
u_p = solve_bending(u_pulse, none)

# Tail prefactor relative to the plain Gaussian N*exp(-y^2/2L^2)
y_probe = 3.0
u_probe = np.interp(W - y_probe, x, u_p)
prefactor = np.exp(-u_probe + y_probe**2 / 2)
assert abs(prefactor * np.e - 1) < 3e-3

# Error bound of the parabolic bending, by quadrature
for u_b in (2.5, 3.3, 5.0, 8.0):
    span = quad(lambda v: 1 / np.sqrt(2 * (v - 1 + np.exp(-v))),
                u_b, u_pulse, epsabs=1e-12, epsrel=1e-12, limit=200)[0]
    excess = W - span - np.sqrt(2 * (u_b - 1))
    assert 0 < excess < np.exp(-u_b) / (2 * (u_b - 1)) ** 1.5

# Square-root-log law against fronts located in the Poisson solution
times = np.logspace(-6, -3, 13)
fronts = np.array([W - crossing(occupation(t, u_p, 0.0)) for t in times])
assert np.max(np.abs(fronts - front_law(times))) < 5e-3
slope = np.polyfit(np.log(times), fronts**2, 1)[0] / 2
assert abs(slope - 1) < 5e-3
W_plain = np.sqrt(2 * u_pulse)
shifted = fronts + W_plain - W
slope_plain = np.polyfit(np.log(times), shifted**2, 1)[0] / 2
assert slope_plain > 1.02

# Speed of the front, dy/dln(t) = L^2/y
pair = [W - crossing(occupation(1e-4 * s, u_p, 0.0)) for s in (0.8, 1.25)]
speed = (pair[1] - pair[0]) / np.log(1.25 / 0.8)
assert abs(speed * front_law(1e-4) - 1) < 0.02

# Width of the front between 10 and 90 percent filling
f_ms = occupation(1e-3, u_p, 0.0)
width_num = crossing(f_ms, 0.9) - crossing(f_ms, 0.1)
width_law = np.log(np.log(10) / np.log(10 / 9)) / front_law(1e-3)
assert abs(width_num / width_law - 1) < 0.03

# Emission correction, by direct integration of the rate equation
for et in (0.02, 0.05):
    ends = []
    for a in (LN2 + (1 / LN2 - 1) * et, LN2):
        sol = solve_ivp(lambda s, f: a * (1 - f) - et * f, (0, 1), [0.0],
                        rtol=1e-10, atol=1e-12)
        ends.append(abs(sol.y[0, -1] - 0.5))
    assert ends[0] < et**2 < ends[1]

table_times = np.array([1e-6, 1e-5, 1e-4, 1e-3, 1e-2, 1e-1])
table_num = np.array([W - crossing(occupation(t, u_p, e_n))
                      for t in table_times])
table_law = front_law(table_times[:4], e_n)
assert np.max(np.abs(table_num[:4] - table_law)) < 5e-3
final_num = W - crossing(occupation(10.0, u_p, e_n))
assert abs(final_num - lam) < 0.01


# Capacitance signal from the derivative of the surface charge
def surface_charge(surface, trapped):
    u = solve_bending(surface, trapped)
    rho = 1 - np.exp(-u) - trapped
    return h * (rho.sum() - 0.5 * (rho[0] + rho[-1]))


def capacitance(trapped):
    return (surface_charge(u_reverse + 1, trapped)
            - surface_charge(u_reverse - 1, trapped)) / 2


def signal_law(y, ratio):
    return -ratio / 2 * ((W_rev - lam) ** 2 - (W - y) ** 2) / W_rev**2


u_r = solve_bending(u_reverse, none)
f_rest = 1 / (1 + np.exp(u_r - u_cross))
small = 1e-3
C_rest = capacitance(small * f_rest)
signals = []
for t in (1e-6, 1e-3):
    f_after = occupation(t, u_p, e_n, start=f_rest)
    signals.append(capacitance(small * f_after) / C_rest - 1)
laws = [signal_law(front_law(t, e_n), small) for t in (1e-6, 1e-3)]
assert all(abs(s / g - 1) < 0.02 for s, g in zip(signals, laws))
growth_num, growth_law = signals[1] - signals[0], laws[1] - laws[0]
assert abs(growth_num / growth_law - 1) < 0.05

# Back-action of trapped charge: Poisson and trap equations stepped together
u_now, f_now, t_now = u_p.copy(), none.copy(), 0.0
for t_next in np.logspace(-9, -3, 241):
    f_now = occupation(t_next - t_now, u_now, e_n, start=f_now)
    u_now = solve_bending(u_pulse, trap_ratio * f_now, u_now)
    t_now = t_next
back_num = crossing(f_now) - crossing(occupation(1e-3, u_p, e_n))
y_ms = front_law(1e-3, e_n)
u_front = 1 + y_ms**2 / 2
back_law = trap_ratio * u_front * (W - y_ms) / (y_ms * W)
# the estimate takes a sharp front and ignores its history
assert abs(back_num / back_law - 1) < 0.25

# ---- sizes of neglected effects ----
nm = L * 1e9
donor_rms = np.sqrt(y_ms / (8 * np.pi * N * L**3))
aniso = quad(lambda w: np.sqrt((1 - w * w) / m_trans + w * w / m_long),
             0, 1)[0]
mean_speed = np.sqrt(8 * kB * T / np.pi) * aniso
rms_speed = c / sigma
mass_shift = np.log(mean_speed / rms_speed) / y_ms * nm
Nc = band_density(T)
neutral_donors = 2 * N / Nc * np.exp(donor_depth / kT)
barrier = pulse_bending + kT * np.log(Nc / N)
holes = Nc * np.exp(-(gap - barrier) / kT)
relax = eps / (q * mobility * N)
supply = trap_ratio * rate0 * relax
field_front = kT * y_ms / L
field_peak = kT * W_rev / L
lower_front = np.sqrt(q * field_front / (np.pi * eps))
lower_peak = np.sqrt(q * field_peak / (np.pi * eps))
tunnel = (4 * np.sqrt(2 * m_trans) * (trap_depth * q) ** 1.5
          / (3 * q * sc.hbar * field_peak))
plain_position = W_plain - np.sqrt(2 * np.log(rate0 * 1e-6 / LN2))
plain_error = (plain_position - (W - front_law(1e-6))) * nm

print(f"temperature {T:.0f} K, kT {kT*1e3:.3f} meV")
print(f"doping {N*1e-6:.1e} cm^-3, N_T/N {trap_ratio:.2f}")
print(f"relative permittivity {eps/sc.epsilon_0:.1f}")
print(f"masses: long {m_long/m0:.2f}, trans {m_trans/m0:.2f} m0")
print(f"trap depth {trap_depth:.2f} eV, sigma {sigma*1e4:.1e} cm^2")
print(f"pulse bending {pulse_bending:.2f} eV = {u_pulse:.2f} kT")
print(f"reverse bias added {reverse_extra:.1f} V")
print(f"rms thermal speed {rms_speed*100:.3e} cm/s")
print(f"capture coefficient c {c*1e6:.3e} cm^3/s")
print(f"bulk capture rate cN {rate0:.3e} 1/s")
print(f"law's time origin t0 {np.e*LN2/rate0*1e9:.1f} ns")
print(f"emission rate {e_n:.2f} 1/s, time {1e3/e_n:.1f} ms")
print(f"Debye length L {nm:.2f} nm")
print(f"pulse depletion width W {W*nm:.1f} nm")
print(f"reverse depletion width {W_rev*nm:.1f} nm")
print(f"final front distance lambda {lam*nm:.1f} nm")
print(f"tail prefactor, Poisson {prefactor:.4f}; 1/e {np.exp(-1):.4f}")
print(f"slope of y^2/(2L^2) against ln t: {slope:.4f}")
print(f"same slope with uncorrected edge: {slope_plain:.4f}")
print(f"growth of y^2 per decade {2*np.log(10)*nm**2:.0f} nm^2")
print("law with emission term, and numerical Poisson front:")
for t, y, yn in zip(table_times[:4], table_law, table_num[:4]):
    print(f" t {t*1e6:.0f} us: y law {y*nm:.1f}, numerical {yn*nm:.1f} nm")
print("depth from contact, and capacitance signal:")
for t, y in zip(table_times[:4], table_law):
    s = 100 * signal_law(y, trap_ratio)
    print(f" t {t*1e6:.0f} us: depth {(W-y)*nm:.1f} nm, dC/C {s:.4f} %")
for t, yn in zip(table_times[4:], table_num[4:]):
    print(f"numerical y at {t*1e3:.0f} ms: {yn*nm:.1f} nm")
print(f"numerical y at 10 s: {final_num*nm:.1f} nm")
print(f"10-90% width at 1 ms: law {width_law*nm:.1f} nm")
print(f"10-90% width at 1 ms: numerical {width_num*nm:.1f} nm")
print(f"signal growth 1 us to 1 ms, num/law {growth_num/growth_law:.4f}")
print(f"plain-Gaussian depth error at 1 us {plain_error:.1f} nm")
print("neglected effects (front values at 1 ms):")
print(f" trap charge shift: num {back_num*nm:.2f}, est {back_law*nm:.2f} nm")
print(f" random donors: {donor_rms:.2f} kT, {donor_rms/y_ms*nm:.1f} nm")
print(f" mean instead of rms speed: y shift {mass_shift:.2f} nm")
print(f" neutral donor fraction {neutral_donors:.1e} (45 meV donor)")
print(f" degeneracy N/Nc {N/Nc:.1e}")
print(f" holes at contact {holes*1e-6:.1e} cm^-3 (gap {gap:.2f} eV)")
print(f" dielectric relaxation {relax*1e12:.1f} ps ({mobility*1e4:.0f} cm2/Vs)")
print(f" quasi-Fermi drop scale {supply:.1e} kT")
print(f" field at front {field_front*1e-8:.4f} MV/cm")
print(f" peak reverse field {field_peak*1e-8:.4f} MV/cm")
print(f" Coulomb-trap lowering at front {lower_front*1e3:.1f} meV")
print(f" Coulomb-trap lowering at peak field {lower_peak*1e3:.1f} meV")
print(f" tunnelling exponent at peak field {tunnel:.0f}")
print(f" emission time at 300 K {1e6/emission_rate(300.0):.1f} us")
print("done: every assertion held")
```

Output:

```
temperature 220 K, kT 18.958 meV
doping 1.0e+15 cm^-3, N_T/N 0.01
relative permittivity 11.7
masses: long 0.92, trans 0.19 m0
trap depth 0.45 eV, sigma 1.0e-15 cm^2
pulse bending 0.60 eV = 31.65 kT
reverse bias added 5.0 V
rms thermal speed 1.968e+07 cm/s
capture coefficient c 1.968e-08 cm^3/s
bulk capture rate cN 1.968e+07 1/s
law's time origin t0 95.7 ns
emission rate 16.66 1/s, time 60.0 ms
Debye length L 110.72 nm
pulse depletion width W 866.8 nm
reverse depletion width 2686.5 nm
final front distance lambda 564.2 nm
tail prefactor, Poisson 0.3680; 1/e 0.3679
slope of y^2/(2L^2) against ln t: 0.9995
same slope with uncorrected edge: 1.0380
growth of y^2 per decade 56450 nm^2
law with emission term, and numerical Poisson front:
 t 1 us: y law 239.8, numerical 240.1 nm
 t 10 us: y law 337.6, numerical 337.6 nm
 t 100 us: y law 412.8, numerical 412.8 nm
 t 1000 us: y law 476.0, numerical 476.0 nm
depth from contact, and capacitance signal:
 t 1 us: depth 627.0 nm, dC/C -0.2848 %
 t 10 us: depth 529.2 nm, dC/C -0.2926 %
 t 100 us: depth 454.0 nm, dC/C -0.2978 %
 t 1000 us: depth 390.8 nm, dC/C -0.3015 %
numerical y at 10 ms: 529.8 nm
numerical y at 100 ms: 562.7 nm
numerical y at 10 s: 564.1 nm
10-90% width at 1 ms: law 79.4 nm
10-90% width at 1 ms: numerical 78.2 nm
signal growth 1 us to 1 ms, num/law 1.0053
plain-Gaussian depth error at 1 us -32.6 nm
neglected effects (front values at 1 ms):
 trap charge shift: num 1.09, est 1.19 nm
 random donors: 0.36 kT, 9.1 nm
 mean instead of rms speed: y shift -2.52 nm
 neutral donor fraction 1.2e-03 (45 meV donor)
 degeneracy N/Nc 5.8e-05
 holes at contact 1.3e+11 cm^-3 (gap 1.14 eV)
 dielectric relaxation 3.2 ps (2000 cm2/Vs)
 quasi-Fermi drop scale 6.4e-07 kT
 field at front 0.0074 MV/cm
 peak reverse field 0.0415 MV/cm
 Coulomb-trap lowering at front 19.0 meV
 Coulomb-trap lowering at peak field 45.2 meV
 tunnelling exponent at peak field 216
 emission time at 300 K 57.5 us
done: every assertion held
```
